# The Elliott formula for a two-dimensional Wannier exciton

A thin semiconductor layer absorbs light by creating an electron and a hole that attract each other. The problem is to find how this attraction changes the absorption near the gap $E_g$.

The layer is treated as strictly two-dimensional, with isotropic parabolic bands and reduced mass $\mu$. The attraction is static, $-e^2/(\epsilon r)$, in Gaussian units. Electron–hole exchange is neglected. The light arrives at normal incidence in a medium of refractive index $n_r$. The momentum matrix element along its polarization, $p_{cv}$, is taken as independent of the wave vector. Energies are measured from the gap by $E=\hbar\omega-E_g$, and $L^2$ is the area of the layer.

## (a) Which property of an exciton determines its coupling to light?

**Solution.** The photon momentum is negligible, so the exciton has zero total momentum. For one spin channel,

$$|\lambda\rangle=\sum_{\mathbf k}C_{\mathbf k}\,c^\dagger_{c\mathbf k}c_{v\mathbf k}|0\rangle,\qquad \sum_{\mathbf k}|C_{\mathbf k}|^2=1 .$$

With static attraction and without coupling to de-excitations, the Bethe–Salpeter equation is

$$\frac{\hbar^2k^2}{2\mu}C_{\mathbf k}-\frac1{L^2}\sum_{\mathbf k'}V(\mathbf k-\mathbf k')C_{\mathbf k'}=E_\lambda C_{\mathbf k}.$$

Here $V$ is the two-dimensional Fourier transform of $e^2/(\epsilon r)$:

$$V(q)=\frac{2\pi e^2}{\epsilon}\int_0^\infty J_0(qr)\,dr=\frac{2\pi e^2}{\epsilon q}.$$

Define the envelope $\phi(\mathbf r)=L^{-1}\sum_{\mathbf k}C_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, which is normalized to one. Multiply the equation by $e^{i\mathbf k\cdot\mathbf r}/L$ and sum over $\mathbf k$. The factor $k^2$ becomes $-\nabla^2$. In the second term, writing $\mathbf k=\mathbf k'+\mathbf q$ separates the sum into $e^2/(\epsilon r)$ times $\phi$. Hence

$$\left[-\frac{\hbar^2}{2\mu}\nabla^2-\frac{e^2}{\epsilon r}\right]\phi=E_\lambda\phi .$$

The momentum operator creates each pair with the same amplitude $p_{cv}$, so the optical matrix element contains

$$\sum_{\mathbf k}C_{\mathbf k}=L\,\phi(0).$$

Light couples to the amplitude for finding the electron and hole at the same place. A state of angular momentum quantum number $\ell$ behaves as $r^{|\ell|}$ near the origin, so only $\ell=0$ contributes.

The bright state is the equal sum of the two spin channels divided by $\sqrt2$. Its amplitude is $2/\sqrt2=\sqrt2$ times that of one channel, and therefore

$$|\langle\lambda|P|0\rangle|^2=2|p_{cv}|^2L^2|\phi_\lambda(0)|^2 .$$

## (b) What fraction of the light is absorbed, and what is it for free pairs?

**Solution.** Let the vector potential have amplitude $A_0$ and time dependence $\cos\omega t$. The perturbation is $H'=(e/mc)\mathbf A\cdot\mathbf p$, where $m$ is the free-electron mass, and half of the cosine, $e^{-i\omega t}/2$, causes absorption. The golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2mc}\right)^2 2|p_{cv}|^2L^2\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).$$

The electric field amplitude is $\omega A_0/c$, so the incident intensity is

$$I=\frac{cn_r}{8\pi}\left(\frac{\omega A_0}{c}\right)^2=\frac{n_r\omega^2A_0^2}{8\pi c}.$$

The absorptance is the absorbed power over the incident power, $\alpha=\hbar\omega W/(IL^2)$. The numerical factors combine as $2\pi\cdot\tfrac14\cdot2\cdot8\pi=8\pi^2$:

$$\alpha(\omega)=\frac{8\pi^2e^2|p_{cv}|^2}{n_rm^2c\,\omega}\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).$$

This holds for weak absorption, when the field acting on the layer is close to the incident field.

Free pairs have $\phi=e^{i\mathbf k\cdot\mathbf r}/L$, so $|\phi(0)|^2=1/L^2$. With $k\,dk=\mu\,dE'/\hbar^2$, the sum becomes

$$\int\frac{k\,dk}{2\pi}\,\delta\!\left(E-\frac{\hbar^2k^2}{2\mu}\right)=\frac{\mu}{2\pi\hbar^2}\Theta(E).$$

The absorption is then a step $\alpha_0(\omega)\Theta(E)$ with

$$\alpha_0(\omega)=\frac{4\pi e^2|p_{cv}|^2\mu}{n_rm^2c\,\hbar^2\omega}.$$

Dividing the two results removes $|p_{cv}|^2$, $n_r$ and $\omega$, while the reduced mass remains:

$$\frac{\alpha}{\alpha_0}=\frac{2\pi\hbar^2}{\mu}\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).\tag{1}$$

Below the gap, $\alpha_0$ denotes the same function of $\omega$, used as a prefactor.

## (c) Find the bound-state energies and their absorption weights.

**Solution.** Introduce the exciton Rydberg and Bohr radius,

$$\mathrm{Ry}=\frac{\mu e^4}{2\epsilon^2\hbar^2},\qquad a=\frac{\epsilon\hbar^2}{\mu e^2}.$$

They satisfy $\hbar^2/(2\mu a^2)=\mathrm{Ry}$ and $e^2/(\epsilon a)=2\,\mathrm{Ry}$. Measure $r$ in units of $a$ and $k$ in units of $1/a$, with $E=k^2\,\mathrm{Ry}$. For $\ell=0$,

$$\phi''+\frac{\phi'}r+\left(k^2+\frac2r\right)\phi=0 .$$

Put $\phi=e^{-ikr}F$. Then $\phi'=e^{-ikr}(F'-ikF)$ and $\phi''=e^{-ikr}(F''-2ikF'-k^2F)$. The terms in $k^2$ cancel, and multiplication by $r$ leaves

$$rF''+(1-2ikr)F'+(2-ik)F=0 .$$

With $z=2ikr$, each derivative brings a factor $2ik$. Division by $2ik$ gives Kummer's equation:

$$zF_{zz}+(1-z)F_z-bF=0,\qquad b=\frac{ik-2}{2ik}=\frac12+\frac ik .$$

The solution regular at the origin, with $F(0)=1$, is

$$M(b,1,z)=\sum_{j=0}^\infty\frac{b(b+1)\cdots(b+j-1)}{(j!)^2}z^j .$$

The second solution contains $\ln r$. Its Laplacian has a delta function at the origin that nothing in the equation balances, so it is excluded.

For a bound state set $k=-i\kappa$ with $\kappa>0$. Then $e^{-ikr}=e^{-\kappa r}$, $z=2\kappa r$ and $b=\tfrac12-1/\kappa$. If the series does not terminate, it grows as $e^{2\kappa r}$ times a power, and $\phi$ is not normalizable. It terminates when $b=-(n-1)$ with $n=1,2,\dots$, which requires $1/\kappa=n-\tfrac12$. Since $E=-\kappa^2\,\mathrm{Ry}$,

$$E_n=-\frac{\mathrm{Ry}}{(n-\frac12)^2}.$$

With $N=n-1$, the terminated series is the Laguerre polynomial

$$L_N(\rho)=\sum_{j=0}^N\binom Nj\frac{(-\rho)^j}{j!},\qquad \rho=2\kappa r .$$

The solution equal to one at the origin has the squared norm

$$2\pi\int_0^\infty r\,e^{-2\kappa r}L_N^2(2\kappa r)\,dr=\frac{2\pi}{4\kappa^2}\int_0^\infty\rho\,e^{-\rho}L_N^2(\rho)\,d\rho .$$

The last integral follows from a generating function. Because $\sum_N\binom Njt^N=t^j/(1-t)^{j+1}$,

$$\sum_N t^NL_N(\rho)=\frac{e^{-\rho t/(1-t)}}{1-t}.$$

Multiply this by the same function of $s$ and by $\rho e^{-\rho}$. The total exponent is $-\rho(1-ts)/[(1-t)(1-s)]$, and $\int_0^\infty\rho e^{-B\rho}d\rho=1/B^2$. The integral of the product is therefore

$$\frac{(1-t)(1-s)}{(1-ts)^2}.$$

Only the parts $1$ and $ts$ of the numerator contribute to equal powers $t^Ns^N$. Their coefficients are $N+1$ and $N$, so the required integral is $2N+1=2n-1$. The squared norm becomes $\pi(n-\tfrac12)/\kappa^2=\pi(n-\tfrac12)^3$. Restoring the length unit,

$$|\phi_n(0)|^2=\frac1{\pi a^2(n-\frac12)^3}.$$

In equation (1), $2\pi\hbar^2/\mu=4\pi a^2\,\mathrm{Ry}$. Each bound state thus contributes a line of weight $4\,\mathrm{Ry}/(n-\tfrac12)^3$ to $\alpha/\alpha_0$. The first line has weight $32\,\mathrm{Ry}$ and the second $32\,\mathrm{Ry}/27$.

## (d) How does the attraction change the continuum?

**Solution.** For real $k$ define $x=1/k$, so that $b=\tfrac12+ix$. The regular solution is $\phi=e^{-ikr}M(b,1,2ikr)$, with $\phi(0)=1$. Its amplitude at large distance fixes its normalization. Use

$$M(b,1,z)=\frac1{\Gamma(b)\Gamma(1-b)}\int_0^1e^{zt}t^{b-1}(1-t)^{-b}dt .$$

Expanding $e^{zt}$ and using the beta integral reproduces the series for $M$. The integral converges because the real part of $b$ is $\tfrac12$.

For $z=iy$ with $y=2kr$ large, rapid oscillation leaves the contributions of the two endpoints. The endpoint $t=0$ gives

$$\frac{y^{-b}e^{i\pi b/2}}{\Gamma(1-b)},$$

and the endpoint $t=1$ gives

$$\frac{e^{iy}y^{b-1}e^{i\pi(b-1)/2}}{\Gamma(b)}.$$

Insert $b=\tfrac12+ix$ and multiply by $e^{-ikr}$. The two terms are complex conjugates, each containing $e^{-\pi x/2}$. Their sum is

$$\phi\to\frac{2e^{-\pi x/2}}{|\Gamma(\frac12+ix)|\sqrt{2kr}}\cos\!\left[kr+x\ln(2kr)-\frac\pi4-\arg\Gamma(\tfrac12+ix)\right].$$

The reflection formula gives $|\Gamma(\tfrac12+ix)|^2=\pi/\sin[\pi(\tfrac12+ix)]=\pi/\cosh\pi x$. The squared amplitude is therefore $B^2/r$, where

$$B^2=\frac{2}{\pi k}e^{-\pi x}\cosh\pi x .$$

Without attraction the term $2/r$ is absent and $b=\tfrac12$. This is the same expression with $x=0$, so $B_0^2=2/(\pi k)$.

To count states, enclose the relative motion in a large disc of radius $R$ with $\phi(R)=0$. Successive levels differ by $\pi$ in the phase of the cosine. The level density in $k$ is thus $R/\pi$, with a correction of order $\ln R$ from the logarithmic phase. The squared norm of the solution with $\phi(0)=1$ is

$$2\pi\int_0^R r\,\frac{B^2}{r}\cos^2(\cdots)\,dr\simeq\pi B^2R,$$

again with a correction at most of order $\ln R$. Both corrections are negligible relative to $R$ as $R\to\infty$. The density at the origin per unit $k$ is then

$$\frac R\pi\cdot\frac1{\pi B^2R}=\frac1{\pi^2B^2}.$$

For $B=B_0$ this is $k/(2\pi)$, the free result of part (b). The enhancement, called the Sommerfeld factor, is

$$S=\frac{B_0^2}{B^2}=\frac{e^{\pi x}}{\cosh\pi x}=\frac2{1+e^{-2\pi x}}=1+\tanh\pi x .$$

In ordinary units $x=1/(ka)=\sqrt{\mathrm{Ry}/E}$. Together with the lines of part (c), equation (1) becomes the two-dimensional Elliott formula:

$$\frac{\alpha}{\alpha_0}=4\,\mathrm{Ry}\sum_{n=1}^\infty\frac{\delta\!\left(E+\mathrm{Ry}/(n-\frac12)^2\right)}{(n-\frac12)^3}+\Theta(E)\frac2{1+e^{-2\pi x}} .$$

## (e) What happens at the gap, on its two sides?

**Solution.** As $E\to0^+$, $x\to\infty$ and $S\to2$. The continuum starts at twice the free-pair step. Far above the gap $x$ is small and $S\simeq1+\pi x$, so the enhancement disappears slowly, as $E^{-1/2}$. At $E=100\,\mathrm{Ry}$ it is still $S=1.30$, although a real band may no longer be parabolic there.

Just below the gap the lines crowd together. Let $\nu=n-\tfrac12$ with $n\ge2$. Half the distance between the two neighbours of line $n$ is

$$\frac{\mathrm{Ry}}2\left[\frac1{(\nu-1)^2}-\frac1{(\nu+1)^2}\right]=\frac{2\nu\,\mathrm{Ry}}{(\nu^2-1)^2}.$$

The line weight divided by this spacing is one measure of the locally averaged absorption:

$$\frac{4}{\nu^3}\,\frac{(\nu^2-1)^2}{2\nu}=2\left(1-\frac1{\nu^2}\right)^2\to2 .$$

It is 1.41 for $n=3$ and 1.96 for $n=10$. These values depend on the energy interval assigned to each line. The interval from $\nu-\tfrac12$ to $\nu+\tfrac12$ gives $2[1-1/(4\nu^2)]^2$, which is 1.84 for $n=3$. The limit 2 is the same. The averaged spectrum therefore reaches the gap with the same value from both sides, and the gap is not marked by a step.

A finite linewidth shows this directly. For a Lorentzian half width of $0.2\,\mathrm{Ry}$, $\alpha/\alpha_0$ at $E=0$ is 2.005. The free step with the same broadening has the value 0.5 there, because half of the Lorentzian lies below the edge. The ratio at that point is about four. The factor of two refers to the sharp continuum just above the gap. The lowest absorption feature is another matter: it is the line at $-4\,\mathrm{Ry}$.

## (f) Evaluate the spectrum for a model layer, and find where the formula fails.

Take $\mu=0.05\,m$, $\epsilon=10$, $n_r=\sqrt{\epsilon}=3.162$, $E_g=1.5$ eV and $2|p_{cv}|^2/m=20$ eV.

**Solution.** The exciton Rydberg is $0.05/10^2$ of the hydrogen value with infinite nuclear mass, which gives $\mathrm{Ry}=6.80$ meV. The exciton Bohr radius is $a=10.6$ nm. The first two lines lie at

$$E_1=-4(6.80)=-27.2\ \text{meV},\qquad E_2=-\tfrac49(6.80)=-3.02\ \text{meV}.$$

Inserting $|p_{cv}|^2=m(20\ \text{eV})/2$ in $\alpha_0$, the free step at the gap is

$$\alpha_0=2\pi\,\frac{e^2}{\hbar c}\,\frac{0.05\times20}{3.162\times1.5}=0.97\%.$$

The continuum with attraction starts at twice this, 1.93%. At 10 meV above the gap $x=0.825$ and $S=1.99$, and the absorptance is 1.91%. At 100 meV, $S=1.67$ and it is 1.52%, a value that also includes the decrease of $\alpha_0$ as $1/\omega$. The factor $S$ has fallen to 1.98 at 12.7 meV and to 1.5 only at 223 meV.

The first line lies at a photon energy of 1.473 eV, where $\alpha_0$ is larger by the factor $1.5/1.473$. Its integrated absorptance is

$$0.967\%\times\frac{1.5}{1.473}\times32\times6.80\ \text{meV}=2.14\ \text{meV}.$$

For the second line it is 0.078 meV. With a Lorentzian half width $\gamma=5$ meV, the first line alone has a peak of $2.14/(5\pi)=13.6\%$. The other lines and the continuum raise the total to 13.8%.

The same estimate shows where weak absorption fails. For $\gamma=0.5$ meV it would give a peak of 136%, which is impossible. The field radiated by the layer is then comparable with the incident field, and the two must be determined together. Even at 13.8% the result is a leading-order estimate.

The spectrum also depends on the shape of the attraction. The lowest envelope is $e^{-2r/a}$, with a decay length $a/2=5.3$ nm. A layer of finite thickness softens the attraction at short distance, and the lowest state feels this even when the softening length is well below the decay length. If $1/r$ is replaced by $1/\sqrt{r^2+d^2}$, then $\int_0^\infty(1-r/\sqrt{r^2+d^2})\,dr=d$ and $|\phi_1(0)|^2=8/(\pi a^2)$ give a first-order rise of $E_1$ by $32(d/a)\,\mathrm{Ry}$ as $d\to0$, which is linear in $d$. The linear form holds only for very small $d$: the radial equation with the softened attraction gives a rise of $0.27\,\mathrm{Ry}$ instead of $0.32\,\mathrm{Ry}$ at $d=0.01a$, and of $0.94\,\mathrm{Ry}$ instead of $1.6\,\mathrm{Ry}$ at $d=0.05a$. A dielectric contrast with the surroundings can also change the $1/r$ law. In both cases the radial equation of part (c) changes, and the energies, weights and $S$ must be calculated again. The numerical check below applies to the ideal two-dimensional model.

## Table of computed values

```
Diagonalization: n, energy (Ry), density at origin (a^-2)
  1  -4.000000  2.546479
  2  -0.444444  0.094314
  3  -0.160000  0.020372
Line weight / spacing / free density (dimensionless)
  n = 3: 1.4112
  n = 6: 1.8700
  n = 10: 1.9559
Ground-state density from k-sum: 2.546479 a^-2
Outward integration: E (Ry), S numerical, S formula
  0.01  2.0001  2.0000
  0.25  2.0000  2.0000
  1.00  1.9963  1.9963
  9.00  1.7807  1.7807
  100.00  1.3042  1.3042
Broadened A/A0, half width 0.2 Ry
  E (Ry), grid, Elliott, grid without attraction, free step
  -4.0  50.966  50.966  0.016  0.016
  -1.0  0.600  0.600  0.063  0.063
  -0.3  2.168  2.168  0.187  0.187
  0.0  2.005  2.005  0.500  0.500
  0.5  2.007  2.007  0.879  0.879
  1.5  1.996  1.996  0.958  0.958
Driven pairs / golden-rule absorptance: 0.9993
Model: mu = 0.05 m, epsilon = 10.0, n_r = 3.162
  gap = 1.5 eV, 2|p_cv|^2/m = 20.0 eV
Exciton Rydberg: 6.803 meV
Exciton Bohr radius: 10.58 nm
Free step at gap: 0.967 percent
Continuum limit at gap: 1.933 percent
Lines: n, E (meV), photon (eV), integrated absorptance (meV)
  1  -27.211  1.47279  2.1431
  2  -3.023  1.49698  0.0781
  3  -1.088  1.49891  0.0168
Continuum: E (meV), x, S, absorptance (percent)
  1  2.6082  2.0000  1.932
  10  0.8248  1.9888  1.910
  50  0.3689  1.8206  1.703
  100  0.2608  1.6747  1.518
S = 1.98 at E = 1.870 Ry = 12.72 meV
S = 1.5 at E = 32.709 Ry = 222.52 meV
With Lorentzian half width 5.0 meV:
  absorptance at n = 1 position: 13.77 percent
  absorptance at gap: 1.94 percent
```
